Why hot retention bakes can overestimate the room-temperature life of trapped charge

A model charge-trap cell is baked at 400, 425, 450 and 475 K, and the time to lose 20% of its charge is recorded at each temperature. On an Arrhenius plot the four times follow a straight line to within 0.035%. The slope is 1.4998 eV, and the trap is 1.5 eV deep. Extended to 300 K, the line promises a life of about 11,000 years. The same model, evaluated at 300 K, loses 20% of its charge in 5.4 years. The data contain no noise and the fit is sound, so the factor of 2000 must come from something that the hot data hardly contain.

## The belief and its appeal

The belief is that a good straight line in the bake window establishes the activation energy of charge loss, and that this energy may then be used at the operating temperature. If there is one loss process, with a constant prefactor and a fixed activation energy, this is correct. Let each trapped electron escape at the rate

r_th = ν exp(−βE), β = 1/(k_B T),

where E is the trap depth and ν an attempt frequency. The number of trapped electrons obeys dN/dt = −r_th N, so N(t) = N(0) exp(−r_th t). The lifetime t_L is here the time at which 80% of the charge remains:

exp(−r_th t_L) = 0.8, so t_L = L/r_th with L = ln(1/0.8) = 0.223.

Taking the logarithm gives

ln t_L = ln(L/ν) + βE,

a straight line in β at all temperatures. The method also makes retention measurable: at 475 K the model cell reaches its limit in three minutes, at 400 K in two days.

The weak point is the step from "straight here" to "one process everywhere". A second process can be too slow to see in the bakes and still dominate when the first has been frozen out.

## A loss channel without an activation energy

Let the electron sit in silicon nitride at the edge of a tunnel oxide of thickness d, with silicon on the other side. It can be emitted thermally into the nitride conduction band, or it can tunnel through the oxide at constant energy. The tunnelling rate w follows from a one-dimensional model with flat bands, one effective mass m throughout, empty final states in silicon, and a trap represented by a delta well. Energies are in eV and lengths in nm, since Hartree units are unnatural for retention.

Measure the energy ε from the nitride band edge and write C = ħ²/(2m). The isolated trap level is ε = −E. The oxide band edge lies B above this level and the silicon band edge lies K below it. At the trap level, the decay constants in nitride and oxide and the wave number in silicon are

κ_n = √(E/C), κ_o = √(B/C), k = √(K/C).

Place the trap at x = 0, the oxide at −d < x < 0 and the silicon at x < −d. An escaping electron moves to the left in silicon, so its wave there is proportional to exp(−ikx). In the oxide, with y = x + d,

ψ = a exp(κ_o y) + b exp(−κ_o y).

Continuity of ψ and ψ′ at y = 0 requires

κ_o (a − b)/(a + b) = −ik.

Multiplying out gives a(κ_o + ik) = b(κ_o − ik), hence

b/a = (κ_o + ik)/(κ_o − ik).

At the trap, the ratio of the second oxide term to the first is ρ = (b/a) exp(−2κ_o d). The logarithmic derivative on the oxide side is therefore κ_o(1 − ρ)/(1 + ρ), and on the nitride side it is −κ_n. A delta well makes ψ′ drop by Gψ(0), where G measures its strength:

κ_n + κ_o (1 − ρ)/(1 + ρ) = G.

For an infinitely thick oxide ρ = 0, and the level −E fixes G = κ_n + κ_o, with both constants taken at that level. For finite d, put ε = −E + δ and keep first order in the small quantities ρ and δ. Both κ² have the form (constant − ε)/C, so each κ changes by −δ/(2Cκ). Also (1 − ρ)/(1 + ρ) ≈ 1 − 2ρ. The matching condition becomes

−(δ/2C)(1/κ_n + 1/κ_o) − 2κ_o ρ = 0,

and, since 1/κ_n + 1/κ_o = (κ_n + κ_o)/(κ_n κ_o),

δ = −4C κ_n κ_o² ρ/(κ_n + κ_o).

The imaginary part of δ describes decay. Multiplying numerator and denominator of b/a by κ_o + ik gives

Im(b/a) = 2κ_o k/(κ_o² + k²).

The amplitude varies as exp(−iεt/ħ), so the probability varies as exp(2 Im δ t/ħ) and the decay rate is w = −2 Im δ/ħ. With 16C/ħ = 8ħ/m,

w = (8ħ/m) κ_n κ_o³ k exp(−2κ_o d)/[(κ_n + κ_o)(κ_o² + k²)].

No temperature appears. This rests on the assumptions that the barriers are fixed and that the final states are empty.

The example uses round model parameters: E = 1.5 eV, B = 2.5 eV, K = 0.5 eV, half the free-electron mass, d = 5 nm and ν = 10¹³ s⁻¹. Then κ_o = 5.728 nm⁻¹ and the exponent is 2κ_o d = 57.28. The factor in front of the exponential is about 10¹⁶ s⁻¹, and w = 1.316 × 10⁻⁹ s⁻¹. A high-precision solution of the full matching condition for the complex energy gives the same rate, which tests the first-order expansion. The model itself remains simple: a real trap is three-dimensional and a real cell has an electric field, and both would change w. The value of w is also exponentially sensitive to the inputs. An oxide mass of 0.42 instead of 0.5 electron masses raises it about 120-fold, and 0.55 lowers it about 16-fold. Placing the trap at the interface gives the fastest tunnelling: a trap a distance x inside the nitride tunnels more slowly by roughly exp(−2κ_n x), about 10⁻⁴ at 1 nm. Real traps are spread through the nitride. In this model an even spread over 1, 3 or 6 nm reduces the overestimate found below from about 2000 to about 110, 6 or 2. The size of the factor belongs to the example, not to charge-trap cells in general.

## Adding the channels bends the plot

In a short time dt an electron tunnels with probability w dt and is emitted with probability r_th dt. Assume that an emitted electron is removed without recapture, and that the rates do not change as charge leaves. Either event then ends the storage, and the probabilities add:

dN/dt = −(w + r_th)N, r = w + ν exp(−βE), t_L = L/r.

The fraction of electrons that leave by tunnelling is p = w/r. The local activation energy, which is what a fit over a very narrow temperature range would return, is

−d ln r/dβ = Eν exp(−βE)/r = (1 − p)E.

It is the trap depth weighted by the share of electrons that use the thermal route. It tends to E when p is small and to zero when tunnelling dominates. To find how it changes, differentiate p = w/r at constant w:

dp/dβ = −(w/r²) dr/dβ = −p d ln r/dβ = p(1 − p)E.

Therefore

d² ln r/dβ² = E dp/dβ = p(1 − p)E² > 0.

The logarithm of the rate is convex in β, and ln t_L = ln L − ln r is concave: on cooling, the lifetime climbs ever less steeply. The curvature is greatest at p = 1/2, where the two rates are equal. Setting w = ν exp(−E/k_B T*) gives

T* = E/[k_B ln(ν/w)].

Here ν/w = 7.60 × 10²¹, whose logarithm is 50.4, so k_B T* = 1.5 eV/50.4 = 0.0298 eV and T* = 345.5 K. All four bakes lie above this temperature and the use temperature lies below it.

The local energy is 1.498 eV at 400 K, 0.985 eV at 350 K, 0.060 eV at 325 K and 0.0007 eV at 300 K. Cooling from 325 to 300 K lengthens the life by only 4%, from 1.628 × 10⁸ to 1.695 × 10⁸ s. The lifetime is close to its ceiling L/w, which no further cooling can raise.

## The error has a definite sign

A least-squares line might be thought to err in either direction. For a strictly convex ln r it cannot do so outside the bake window.

Let e(β) be ln r minus the fitted line, and let β_j be the bake points, with at least three different temperatures. Minimizing the sum of squares with respect to the intercept and the slope gives

Σ e(β_j) = 0, Σ β_j e(β_j) = 0.

The residuals cannot all vanish, because a strictly convex curve meets a line in at most two points. By the first condition they include both signs. Suppose that they changed sign just once, at some β_c. Then all nonzero products (β_j − β_c)e(β_j) would have the same sign and their sum could not vanish. But that sum is zero, by the two conditions. So there are at least two sign changes, and e(β) has two zeros inside the window. Since e is itself strictly convex, it has no other zeros and is positive outside them. With just two bake temperatures the line passes through both points, and the same conclusion holds.

At any temperature below the window the true rate therefore exceeds the fitted one, and the fitted lifetime is too long. If the bakes are almost purely thermal, the line is nearly that of r_th alone, and the overestimate is

t_line/t_L ≈ r/r_th = 1 + w/r_th.

At 300 K, r_th = 6.326 × 10⁻¹³ s⁻¹, so this estimate gives 1 + 1.3157 × 10⁻⁹/6.326 × 10⁻¹³ = 2081. The actual fit gives 2075. The small difference arises because the bakes contain a trace of tunnelling, 0.1% of the electrons at 400 K, which lowers the fitted slope slightly. That trace is also the whole warning in the hot data: a deviation of 0.035% from the line would be lost in a measurement accurate to 1%.

The method is safe in this model when w is much smaller than r_th at the use temperature. A thicker oxide achieves this. To bring w down to r_th at 300 K it must fall by a factor of 2080, which takes an extra ln(2080)/(2κ_o) = 7.64/11.46 nm ≈ 0.67 nm. At d = 5.67 nm the line would be wrong by about a factor of two, and each further 0.2 nm would reduce w tenfold.

## Cooler bakes help less than one might hope

Bakes at 350, 375 and 400 K reach into the curved region. Their fitted energy is 1.397 eV, and the largest deviation from the line is 12.6%, which careful data could reveal. Yet the line still predicts 4400 years at 300 K, too long by a factor of about 820. The value 1.397 eV is not the depth of any trap in the model. It is a compromise between local energies that run from 0.985 to 1.498 eV within the window.

These bakes are also slow. At 350 K the 20% limit is reached after 5.8 × 10⁷ s, nearly two years, so in practice one would have to work with smaller losses.

A more direct check is a control sample kept at the use temperature. After one year at 300 K the two-channel model has lost 4.1% of its charge, whereas the hot line predicts 0.002%. If the decay is exponential, as assumed here, a measured loss of a few per cent would refute the extrapolation without any knowledge of the tunnelling barrier, and the control would also supply a usable number. A kept fraction S after a time s gives r = −ln(S)/s at that temperature, and the lifetime is L/r. If the rates are spread, the fast traps empty first and L/r from an early control is too short: by about 10% for the thickness spread treated below, and about tenfold for traps spread evenly over 3 nm of nitride, after a one-year control. If no loss is detected, the resolution of the measurement gives an upper bound on r and so a lower bound on the lifetime.

## What generalizes and what does not

The argument does not need one channel to be free of activation. Let r = Σ A_i exp(−βE_i), with positive A_i independent of temperature, and let p_i be the share of channel i in r. Then

d ln r/dβ = −Σ p_i E_i = −⟨E⟩.

Because ln p_i = ln A_i − βE_i − ln r, each share changes as dp_i/dβ = p_i(⟨E⟩ − E_i). Hence

d² ln r/dβ² = −Σ E_i dp_i/dβ = ⟨E²⟩ − ⟨E⟩².

The curvature is the variance of the activation energies, weighted by the rates. It vanishes when all contributing channels share one energy. Cooling moves weight towards the channels with low energy, so the overestimate keeps its sign. Tunnelling from thermally excited levels is covered only if its rate can be written as such a sum. When the excited levels hold an appreciable share of the electrons, the normalization of the occupations makes the prefactors depend on temperature, and the curvature can even be negative.

A temperature-dependent prefactor can bend the plot even with one channel. If thermal emission has a prefactor proportional to T², then ln r contains −2 ln β. The local energy becomes E + 2k_B T and the curvature 2/β², again positive. For thermal emission alone, the same four hot bakes then give 1.575 eV and overestimate the lifetime at 300 K by a factor of 1.165. This is a minor error beside that of the missing channel.

The word "parallel" is essential. Suppose instead that the electron must complete two steps in succession, with no return. The mean times then add:

τ = 1/r_1 + 1/r_2 = Σ a_i exp(βE_i).

With q_i the share of step i in τ, the same differentiation gives d ln τ/dβ = Σ q_i E_i, and a second derivative equal to the variance of E_i under the weights q_i. Now ln τ, rather than ln r, is convex, and a hot line underestimates the mean time at lower temperature. As an example, let the thermal emission above be followed by a step with frequency 10 s⁻¹ and energy 0.5 eV. The hot fit gives 0.840 eV and a mean time of 2.7 × 10⁹ s at 300 K, while the true value is 1.6 × 10¹² s. Curvature alone therefore does not say that a lifetime has been overestimated. Its sign in the bake window fixes the direction of the error only if that sign persists down to the use temperature. If the trapped electron of this example can also tunnel out at the rate w, the hot data hardly change, but the mean time at 300 K falls to about 1/w = 7.6 × 10⁸ s, and the same line is then too long by a factor of about 3.6.

Real oxides also vary in thickness, and then the decay is a sum of exponentials. For equal areas with tunnelling rates w_j and a common thermal rate, the fraction kept is the average

S(t) = ⟨exp[−(w_j + r_th)t]⟩ = exp(−r_th t) ⟨exp(−w_j t)⟩.

The proof of convexity above concerned a single rate r and does not carry over to the 20% lifetime of such a sum. A weaker statement survives. The factor exp(−r_th t) is less than one, so S(t) lies below the curve for tunnelling alone and reaches 0.8 sooner. The tunnelling-only lifetime is a ceiling at every temperature, however steep the hot data are.

With five equal parts from 4.8 to 5.2 nm, this ceiling is 2.297 years and the lifetime at 300 K is 2.296 years. The hot line gives about 11,000 years. The lifetime is shorter than the 5.4 years of the uniform oxide because the thin parts leak much faster: 0.2 nm less oxide raises w by exp(11.46 × 0.2) ≈ 10. The hot bakes scarcely register this, since thermal emission does not depend on the oxide thickness in this model.

Three assumptions deserve a check before the formulas are applied to a device. Recapture of emitted electrons would slow the thermal channel. The loss of charge changes the electric field and with it the tunnelling barrier, so that w would drift during the experiment. A temperature-dependent trap depth matters less if it is linear: with E = E_0 − αT, the product βE equals βE_0 − α/k_B, which changes the thermal prefactor and leaves the thermal line straight. Its slope is then E_0, not the depth at the bake temperature, and w varies as the level moves relative to the barrier: with fixed band edges and α = 3 × 10⁻⁴ eV/K it rises by a factor of about 1.9 between 300 and 475 K.

With constant prefactors, and if a single process dominates all the bakes, the slope of the hot plot thus measures the activation energy of that process. Whether that process still dominates at 300 K depends on w/r_th there, and in the example, with every trap at the oxide interface, this ratio is about 2000. The numerical output below lists the rates, tunnelling shares and lifetimes at each temperature.

Computed values

```
Trap depth 1.5 eV, oxide barrier 2.5 eV
Kinetic energy in silicon 0.5 eV, mass 0.5 m_e
Oxide thickness 5.0 nm, attempt frequency 1.0e+13 1/s
Decay constant nitride 4.437 1/nm, oxide 5.728 1/nm
Wave number in silicon 2.562 1/nm
Tunnelling exponent 2*kappa_o*d = 57.28
Tunnelling rate, formula   1.3157e-09 1/s
Tunnelling rate, resonance 1.3157e-09 1/s
Crossover temperature 345.5 K
T (K) | thermal rate (1/s) | tunnel share | local E (eV) | lifetime (s)
300 | 6.326e-13 | 9.995e-01 | 0.0007 | 1.695e+08
325 | 5.489e-11 | 9.600e-01 | 0.0601 | 1.628e+08
350 | 2.517e-09 | 3.432e-01 | 0.9851 | 5.821e+07
375 | 6.932e-08 | 1.863e-02 | 1.4721 | 3.159e+06
400 | 1.261e-06 | 1.042e-03 | 1.4984 | 1.767e+05
425 | 1.631e-05 | 8.064e-05 | 1.4999 | 1.368e+04
450 | 1.588e-04 | 8.287e-06 | 1.5000 | 1.406e+03
475 | 1.216e-03 | 1.082e-06 | 1.5000 | 1.835e+02
Random exits at 350 K: kept 0.8008, tunnel share 0.3428
Hot fit 400-475 K: energy 1.4998 eV
Hot fit: largest deviation from line 0.035 %
Warm fit 350-400 K: energy 1.3969 eV
Warm fit: largest deviation from line 12.58 %
Lifetime at 300 K, two channels: 5.372 years
Lifetime at 300 K, hot line: 1.115e+04 years
Lifetime at 300 K, warm line: 4389 years
Overestimate: hot line 2075, warm 817
Estimate 1 + w/r_th at 300 K: 2081
One-year loss at 300 K: true 4.069 %
One-year loss at 300 K: hot line 2.00e-03 %
T^2 prefactor, thermal only: fitted energy 1.5750 eV
T^2 prefactor, thermal only: overestimate factor 1.165
Series second step: frequency 10.0 1/s, energy 0.5 eV
Series: fitted energy 0.8399 eV
Series mean time at 300 K: true 1.581e+12 s
Series mean time at 300 K: hot line 2.702e+09 s
Thickness spread 4.8 to 5.2 nm, 5 equal parts
Spread lifetime at 300 K: true 2.296 years
Spread lifetime, tunnelling only: 2.297 years
Spread lifetime at 300 K: hot line 1.109e+04 years
```
